# Hartree-Fock Stability Analysis and the Coulson-Fischer Point

## Two electrons in two orbitals

Place the two electrons of H$_2$ in a minimal basis. Symmetry fixes the real orthonormal molecular orbitals: $g$ is even under inversion and $u$ is odd. Restricted Hartree-Fock (RHF) puts both electrons in $g$. To see whether this determinant is a minimum, give the two spins different orbitals,

$$\phi_\pm=\cos\theta\,g\pm\sin\theta\,u ,$$

with the $\alpha$ electron in $\phi_+$ and the $\beta$ electron in $\phi_-$. Hartree atomic units are used. Two-electron integrals are written $(pq|rs)$, with $p,q$ belonging to electron 1 and $r,s$ to electron 2. Let $h_p$ be the one-electron energies, $J_{pq}=(pp|qq)$, $K_{gu}=(gu|gu)$ and $p=\sin^2\theta$.

Since $h_{gu}=0$ by parity, the one-electron energy is $2(1-p)h_g+2p\,h_u$. The orbital densities are

$$\phi_\pm^2=(1-p)g^2+p\,u^2\pm2\sin\theta\cos\theta\,gu .$$

In their mutual repulsion the terms linear in $gu$ cancel, because they enter the two densities with opposite signs. The term quadratic in $gu$ is negative, so the repulsion is

$$(1-p)^2J_{gg}+p^2J_{uu}+2p(1-p)J_{gu}-4p(1-p)K_{gu}.$$

Subtracting the value at $p=0$ and collecting powers of $p$ gives

$$E-E_{\rm RHF}=2p\lambda_T+p^2Q,\tag{1}$$

$$\lambda_T=h_u-h_g-J_{gg}+J_{gu}-2K_{gu},\qquad Q=J_{gg}+J_{uu}-2J_{gu}+4K_{gu}.$$

For small $\theta$, $p\approx\theta^2$ and the energy change is $2\lambda_T\theta^2$. RHF is therefore a minimum along this path if $\lambda_T>0$ and a maximum if $\lambda_T<0$. When $Q>0$ and $-Q<\lambda_T<0$, setting the derivative $2\lambda_T+2pQ$ to zero gives

$$p=-\lambda_T/Q,\qquad E-E_{\rm RHF}=-\lambda_T^2/Q.\tag{2}$$

The new determinant is not a spin eigenfunction. For two electrons $\hat S^2=1+\hat P_{\rm spin}$, where $\hat P_{\rm spin}$ exchanges the spins. Antisymmetry makes this equal to $1-\hat P_{\rm space}$. In the determinant, $\langle\hat P_{\rm space}\rangle=\langle\phi_+|\phi_-\rangle^2=(1-2p)^2$, hence

$$\langle S^2\rangle=1-(1-2p)^2=4p(1-p).\tag{3}$$

In STO-3G at 3.00 bohr, $h_g=-0.880883$, $h_u=-0.669233$, $J_{gg}=0.543158$, $J_{uu}=0.573432$, $J_{gu}=0.551226$ and $K_{gu}=0.235117$ hartree. Then

$$\lambda_T=0.21165-0.54316+0.55123-0.47023=-0.2505,$$

$$Q=0.54316+0.57343-1.10245+0.94047=0.9546 .$$

So $p=0.2505/0.9546=0.2624$, the energy falls by $0.2505^2/0.9546=0.0657$ hartree, and $\langle S^2\rangle=4(0.2624)(0.7376)=0.774$.

The limit of large separation shows what has been repaired. Let $U$ be the self-repulsion of one atomic orbital. All three $J$ integrals and $K_{gu}$ tend to $U/2$, and $h_u-h_g$ tends to zero. Hence $\lambda_T\to-U$, $Q\to2U$ and $p\to1/2$: each electron sits on its own atom. The energy gain $U/2$ removes the repulsion that RHF retains by putting both electrons on one atom half of the time.

## The general second-order energy

Consider a converged closed-shell RHF determinant with real canonical orbitals, occupied $i,j$ and virtual $a,b$, with energies $\varepsilon$. For each spin, transform the orbital coefficients by $C\to C\exp(\mathbf K)$, where $\mathbf K_{ai}=x_{ai}$ and $\mathbf K_{ia}=-x_{ai}^*$. These rotations do not mix $\alpha$ with $\beta$. To second order,

$$\phi_i'=\phi_i+\sum_a x_{ai}\phi_a-\tfrac12\sum_j(x^\dagger x)_{ji}\phi_j .$$

The density matrix of that spin therefore changes by

$$D^{(1)}_{ai}=x_{ai},\quad D^{(1)}_{ia}=x^*_{ai},\qquad D^{(2)}_{ab}=(xx^\dagger)_{ab},\quad D^{(2)}_{ij}=-(x^\dagger x)_{ij}.$$

The Hartree-Fock energy is quadratic in the density. Its linear variation is $\mathrm{tr}(FD^{(1)})$, which vanishes because $F_{ai}=0$ at convergence. Two contributions remain at second order.

The first is $\mathrm{tr}(FD^{(2)})=\sum_{ai}(\varepsilon_a-\varepsilon_i)|x_{ai}|^2$ for each spin.

The second is the interaction of $D^{(1)}$ with itself. Its Coulomb part is

$$\tfrac12\sum_{aibj}(ai|bj)R_{ai}R_{bj},\qquad R=\sum_\sigma(x^\sigma+x^{\sigma*}).$$

Its exchange part, for each spin, is $-\tfrac12\sum(pq|rs)D^{(1)}_{qr}D^{(1)}_{sp}$. Each factor is either an $x$ or an $x^*$. Writing out the four combinations gives

$$-\tfrac12\sum_{aibj}\left[(aj|bi)(x_{ai}x_{bj}+x^*_{ai}x^*_{bj})+2(ij|ab)x^*_{ai}x_{bj}\right].$$

Take real rotations first.

- If both spins rotate equally, $R=4x$ and the Coulomb part is $8\sum(ai|bj)x_{ai}x_{bj}$.
- If they rotate oppositely, $R=0$.

The remaining terms are doubled by the two spins. With $\Delta_{ai,bj}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)$, define

$$A^S=\Delta+2(ai|bj)-(ij|ab),\qquad B^S=2(ai|bj)-(aj|bi),$$

$$A^T=\Delta-(ij|ab),\qquad B^T=-(aj|bi).$$

Both cases then read

$$E^{(2)}=2x^T(A+B)x,\tag{4}$$

with the singlet matrices $S$ for equal rotations and the triplet matrices $T$ for opposite ones. Any real pair can be written $x^\alpha=s+t$, $x^\beta=s-t$. The products of $s$ with $t$ cancel between the spins, so the Hessian splits into these two blocks.

For an imaginary rotation $x=iy$, $R$ vanishes for either spin pattern and the $(aj|bi)$ term changes sign. The result is $2y^T(A-B)y$, and

$$A^S-B^S=A^T-B^T=\Delta+(aj|bi)-(ij|ab).$$

In the two-orbital case, $\varepsilon_g=h_g+J_{gg}$ and $\varepsilon_u=h_u+2J_{gu}-K_{gu}$. The triplet element $\varepsilon_u-\varepsilon_g-J_{gu}-K_{gu}$ reproduces $\lambda_T$ in (1). The singlet element is larger by $4K_{gu}$, the Coulomb cost of changing the total density.

A negative eigenvalue proves that a lower determinant exists nearby. Positive eigenvalues establish a local minimum with respect to the rotations tested; a lower determinant may still exist far away.

### Checking the curvature numerically

Along a fixed direction $x$, (4) predicts $d^2E/dt^2=4x^T(A+B)x$. This can be compared with energies of explicitly rotated determinants through

$$E''\approx\frac{-E(2h)+16E(h)-30E(0)+16E(-h)-E(-2h)}{12h^2}.$$

Insert $E(h)+E(-h)=2E+h^2E''+h^4E^{(4)}/12+h^6E^{(6)}/360+\dots$. The fourth-derivative terms cancel as $16-16$. The sixth-derivative terms leave $(16-64)/(360\cdot12)=-1/90$, so the leading truncation error is $-h^4E^{(6)}/90$. If each energy carries a rounding error of at most $\eta$, the quotient carries at most $64\eta/(12h^2)$. Reducing $h$ thus trades truncation for rounding. For N$_2$ in 6-31G with $h=0.01$, formula and energies agree to the six printed decimals for all four kinds of rotation.

## Finding the lowest root

Storing $M=A+B$ takes $(n_on_v)^2$ numbers for $n_o$ occupied and $n_v$ virtual orbitals. An iterative solver needs only products $Mx$. With $C_o$ and $C_v$ the occupied and virtual coefficients, form

$$P=C_v x C_o^T+(C_v x C_o^T)^T .$$

Define the Coulomb and exchange matrices of $P$ by $J[P]_{\mu\nu}=\sum(\mu\nu|\lambda\sigma)P_{\sigma\lambda}$ and $K[P]_{\mu\sigma}=\sum(\mu\nu|\lambda\sigma)P_{\nu\lambda}$. Because $P$ contains both orders of each pair,

$$J[P]_{ai}=2\sum_{bj}(ai|bj)x_{bj},\qquad K[P]_{ai}=\sum_{bj}[(ij|ab)+(aj|bi)]x_{bj}.$$

Comparison with $A+B$ gives

$$(Mx)_{ai}=(\varepsilon_a-\varepsilon_i)x_{ai}+cJ[P]_{ai}-K[P]_{ai},\tag{5}$$

with $c=2$ for singlet and $c=0$ for triplet rotations. One product costs about as much as one Fock-matrix construction.

Davidson's method diagonalizes $M$ in a small space of trial vectors. Let $x$ be the lowest normalized vector found there, $\theta$ its eigenvalue (no longer an angle), and $r=Mx-\theta x$. Write the exact eigenvector as $x+\delta$ with $\delta$ orthogonal to $x$. Projecting $(M-\lambda)(x+\delta)=0$ onto the space orthogonal to $x$ gives $(1-xx^T)(M-\lambda)\delta=-r$, and the unknown $\lambda$ is approximated by $\theta$. The projector matters for the exact $M$: without it, $(M-\theta)\delta=-r$ is solved by $\delta=-x$, which adds nothing new. Davidson's method drops the projector and replaces $M$ by the orbital-energy gaps, which gives

$$\delta_{ai}=-\frac{r_{ai}}{\varepsilon_a-\varepsilon_i-\theta}.$$

This vector is orthogonalized to the trial space and added to it; its overall sign is immaterial. Denominators smaller than 0.1 hartree in magnitude are replaced by 0.1 hartree.

### What the residual guarantees

Let $\lambda_k$ be the eigenvalues of $M$ and $c_k$ the components of $x$ on its eigenvectors. Then

$$\|r\|^2=\sum_k(\lambda_k-\theta)^2c_k^2\ge\min_k(\lambda_k-\theta)^2,$$

so some eigenvalue lies within $\|r\|$ of $\theta$. A sharper bound holds if $\theta<\lambda_2$. No eigenvalue lies strictly between $\lambda_1$ and $\lambda_2$, so $\langle(M-\lambda_1)(M-\lambda_2)\rangle\ge0$. Using $\langle M^2\rangle=\theta^2+\|r\|^2$, this becomes

$$0\le\theta-\lambda_1\le\frac{\|r\|^2}{\lambda_2-\theta}.\tag{6}$$

The eigenvalue error is quadratic in the residual, but the condition $\theta<\lambda_2$ cannot be read from the residual. A small residual certifies an eigenvalue, not the lowest one.

Symmetry makes this concrete. $M$ commutes with inversion, and division by orbital-energy gaps preserves parity. In exact arithmetic, an iteration started from a $\sigma_g\to\sigma_g$ rotation never acquires a $\sigma_g\to\sigma_u$ component. For H$_2$ in cc-pVTZ at 3.0 bohr, such a start converges to $+0.4008$ hartree, although the lowest triplet root is $-0.1296$ hartree. The remedy used here is a start vector with random components on all rotations. For N$_2$ at 2.50 bohr it finds the lowest triplet root, $-0.1438$ hartree, in 17 products for a matrix of dimension 77. Full diagonalization confirms it.

## Following the root downhill

At the RHF solution the gradient is zero, so an ordinary Newton step does not move. The unstable eigenvector $x$ supplies the direction. Rotate by $tx$ for $\alpha$ and by $\pm tx$ for $\beta$ (plus for singlet, minus for triplet), and minimize the energy over $0<t<\pi/2$.

For a triplet mode, $t\to-t$ merely interchanges the spins, so both directions are equivalent. For a singlet mode a cubic term can make them different, and in general both signs should be tried.

The determinant is then relaxed in the space of independent $\alpha$ and $\beta$ rotations, that is, in unrestricted Hartree-Fock (UHF). The same expansion, now about a non-stationary determinant, gives the gradient $G_{\sigma ai}=2F^\sigma_{ai}$ and the Hessian $H=2M$, with

$$M_{\sigma ai,\tau bj}=\delta_{\sigma\tau}\left[\delta_{ij}F^\sigma_{ab}-\delta_{ab}F^\sigma_{ij}-(ij|ab)-(aj|bi)\right]+2(ai|bj).$$

Each orbital carries the spin of its index pair. The step is

$$s=-(H+\mu)^{-1}G .$$

If $\mu$ makes $H+\mu$ positive definite, then $G^Ts=-G^T(H+\mu)^{-1}G<0$, and a sufficiently short step lowers the energy. The step is therefore halved until the energy no longer rises, within $10^{-12}$ hartree. Near a minimum with positive curvature $\mu$ is set to zero, which restores Newton's quadratic convergence.

The energy error left at termination is, to leading order, $\tfrac12G^TH^{-1}G\le\|G\|^2/(2h_{\min})$, where $h_{\min}$ is the lowest eigenvalue of $H$. For H$_2$ at 3.0 bohr the final lowest root of $M$ is 0.204 hartree, so $h_{\min}=0.408$ hartree. With $\|G\|<10^{-7}$ the error is, to this order, at most $10^{-14}/(2\times0.408)\approx1.2\times10^{-14}$ hartree, small compared with the tolerance on energy increases. The positive final root also shows that the descent has reached a local minimum for real, spin-conserving rotations.

For real, spin-conserving rotations the procedure is:

1. Converge RHF and compute the lowest singlet and triplet roots from (5), using start vectors that overlap all symmetries.
2. If a root is negative, search along its eigenvector.
3. Relax with shifted Newton steps, then examine the Hessian again.
4. If it still has a negative root, repeat from the new determinant.

These steps do not examine imaginary rotations, governed by $A-B$, or rotations that mix $\alpha$ with $\beta$; those need a separate test. For N$_2$ in 6-31G at 2.7 bohr, where the triplet root is already negative, the lowest root of $A-B$ is $-0.0499$ hartree while the lowest real singlet root is still $+0.0115$ hartree.

A singlet instability appears if both electrons of H$_2$ are placed in $\sigma_u$ at 1.4 bohr. This stationary point has energy $-0.0730$ hartree and lowest singlet root $-0.4628$ hartree. Its lowest triplet root, $-0.7939$ hartree, is negative too; only the singlet mode is followed here. The descent ends at $-1.1330$ hartree, the RHF ground-state energy. Here inversion makes the two signs of $t$ equivalent, because the unstable mode mixes orbitals of opposite parity.

## Locating the Coulson-Fischer point

The Coulson-Fischer point is the bond length $R_{\rm CF}$ at which the lowest triplet root of $A+B$ passes through zero. A bracketing root finder applied to $\lambda_T(R)$ locates it, provided the same RHF solution is followed across the interval. For H$_2$ in cc-pVTZ it gives 2.2955 bohr, or 1.2147 Å. The lowest roots and the UHF results on either side are:

| $R$ (bohr) | $\lambda_T$ (hartree) | $\lambda_S$ (hartree) | $E_{\rm UHF}-E_{\rm RHF}$ (hartree) | $\langle S^2\rangle$ |
|---|---|---|---|---|
| 1.4 | 0.2675 | 0.5397 | 0 | 0 |
| 2.0 | 0.0738 | 0.4613 | 0 | 0 |
| 2.5 | −0.0436 | 0.4160 | −0.0033 | 0.281 |
| 3.0 | −0.1296 | 0.3843 | −0.0282 | 0.674 |
| 4.0 | −0.2426 | 0.3497 | −0.0922 | 0.931 |

Separate UHF iterations, started with one electron on each atom, return to the RHF energy at the first two distances and reproduce the lower energies at the other three.

### Behaviour at the onset

In a larger basis all other rotations respond to the unstable one. Let $t$ be its amplitude. Interchanging the spins reverses triplet amplitudes and leaves singlet amplitudes unchanged, so singlet modes respond at order $t^2$ and other triplet modes at order $t^3$. If those modes are stiff, eliminating them leaves

$$E=E_{\rm RHF}+2\lambda_Tt^2+qt^4+\dots$$

The singlet response changes $q$; the triplet response first matters at order $t^6$. For $q>0$ and small negative $\lambda_T$, minimization gives $t^2=-\lambda_T/q$ and

$$E-E_{\rm RHF}\approx-\frac{\lambda_T^2}{q},\qquad\langle S^2\rangle\approx4t^2=-\frac{4\lambda_T}{q}.\tag{7}$$

The spin formula is for two electrons, whose orbital overlap is $1-2t^2$ to this order. If $\lambda_T$ crosses zero with a finite slope, $\langle S^2\rangle$ starts linearly in $R-R_{\rm CF}$ and the energy lowering starts quadratically. If $q<0$, the quartic expansion has no minimum at small nonzero $t$, and (7) does not apply. A distant solution may then be lower while $\lambda_T$ is still positive: with a sixth-order term $ct^6$, $c>0$, the sum $2\lambda_Tt^2+qt^4+ct^6$ is negative for some $t$ once $q^2>8\lambda_Tc$.

At 0.01 bohr beyond the point, $\lambda_T=-0.002266$ hartree and the energy change is $-9.143\times10^{-6}$ hartree. Equation (7) then gives

$$q=\frac{0.002266^2}{9.143\times10^{-6}}=0.562\ \text{hartree},\qquad\langle S^2\rangle\approx\frac{4(0.002266)}{0.562}=0.0161,$$

and the computed $\langle S^2\rangle$ is 0.01607. Doubling the distance from the point multiplies the energy change by 3.971 instead of 4. Most of this deviation comes from the curvature of $\lambda_T(R)$, since the squared ratio of the two roots, about $(0.004519/0.002266)^2$, is 3.975 when the unrounded values are used.

Because the lowering is quadratic, the lower of the two energy curves has a continuous slope at $R_{\rm CF}$, but its second derivative drops by about $2(9.14\times10^{-6})/0.01^2=0.18$ hartree/bohr$^2$. A force constant computed across this point therefore inherits a discontinuity of the mean-field approximation.

### Error of the located distance

An error $\delta\lambda$ in the root shifts the zero by

$$\delta R\approx-\frac{\delta\lambda}{d\lambda_T/dR}.$$

The slope is about $-0.002266/0.01=-0.227$ hartree/bohr, so an error of $10^{-6}$ hartree moves the point by about $4\times10^{-6}$ bohr. RHF convergence deserves care: an orbital error generally enters $\lambda_T$ at first order, although it enters the RHF energy at second order.

An independent estimate uses the UHF spin. Fitting $R$ as a quadratic function of $\langle S^2\rangle$ at three distances beyond the onset and extrapolating to zero gives 2.29550 bohr, in agreement with the Hessian root.

The basis matters far more than these numerical errors. STO-3G gives 2.1797 bohr, a shift of 0.116 bohr from cc-pVTZ. The cc-pVTZ value is itself not converged to the digits shown: cc-pVQZ gives about 2.298 bohr and aug-cc-pVTZ about 2.299 bohr. The singlet roots in the table are more sensitive. At 1.4 and 3.0 bohr the diffuse functions of aug-cc-pVTZ lower $\lambda_S$ by about 0.06 hartree, while $\lambda_T$ moves by less than 0.002 hartree.

## Use as a multireference diagnostic

For two electrons, $\langle S^2\rangle/2$ is the triplet weight in the UHF determinant. At 4.0 bohr it is 0.47: the lower energy has been bought with an almost equal mixture of singlet and triplet. The instability shows that the closed-shell determinant is no longer the lowest one and warns that it may be a poor reference, but the broken-symmetry determinant is not thereby a good singlet wavefunction.

Nor does a positive root certify weak correlation. In the two-orbital model the configurations $g^2$ and $u^2$ are coupled by $K_{gu}$. This coupling does not switch on at $R_{\rm CF}$, so a two-configuration wavefunction mixes them on both sides of the point. The Coulson-Fischer distance marks where the mean-field solution changes character.

Its position relative to the equilibrium bond length is still informative. For N$_2$ in 6-31G it is 2.1235 bohr, or 1.1237 Å, about 0.035 Å beyond the RHF equilibrium length of 1.089 Å in the same basis. Polarization functions move the point outward by about 0.04 bohr: 6-31G*, cc-pVDZ and cc-pVTZ all give about 2.16 bohr, or 1.14 Å, still close to the equilibrium length of roughly 1.1 Å. A modest stretch of that bond already makes RHF unstable at this level. A calculation that uses an RHF reference along such a stretch should therefore be checked against a multireference treatment.

The numerical check covers the curvature formulas, the iterative roots, the descents and the onset law.

## Computed values

```
N2 6-31G, R = 2.50 bohr, Hessian size 77
  singlet real curvature: formula 29.861105, energies 29.861105 hartree
  triplet real curvature: formula 29.481432, energies 29.481432 hartree
  singlet imaginary curvature: formula 29.637882, energies 29.637882 hartree
  triplet imaginary curvature: formula 29.637882, energies 29.637882 hartree
  lowest singlet root 0.072105 hartree, 18 products
  lowest triplet root -0.143772 hartree, 17 products
  N2 Coulson-Fischer distance 2.1235 bohr = 1.1237 angstrom
H2 STO-3G, R = 3.00 bohr
  h_g -0.880883, h_u -0.669233 hartree
  J_gg 0.543158, J_uu 0.573432 hartree
  J_gu 0.551226, K_gu 0.235117 hartree
  triplet root -0.250517, Q 0.954608 hartree
  p = 0.262429, S2 = 0.774240
  energy change: formula -0.065743, descent -0.065743 hartree
  Coulson-Fischer distance 2.1797 bohr
H2 cc-pVTZ Coulson-Fischer distance 2.2955 bohr = 1.2147 angstrom
R/bohr; triplet, singlet roots; E_RHF, E_UHF (hartree); S2
  1.4 0.267526 0.539718 -1.132961 -1.132961 0.0000
  2.0 0.073768 0.461305 -1.091084 -1.091084 0.0000
  2.5 -0.043626 0.415987 -1.038204 -1.041532 0.2808
  3.0 -0.129588 0.384279 -0.988591 -1.016811 0.6744
  4.0 -0.242648 0.349706 -0.910290 -1.002514 0.9311
H2 cc-pVTZ at R = 3.0 bohr
  lowest imaginary-rotation root 0.171789 hartree
  root from a sigma_g start 0.400762 hartree
  lowest A+B root after descent 0.203765 hartree
Beyond the Coulson-Fischer point: dR/bohr, root, energy change/hartree, S2
  0.01 -0.002266 -9.1428e-06 0.016068
  0.02 -0.004519 -3.6307e-05 0.031870
  0.03 -0.006757 -8.1102e-05 0.047409
  ratio of first two energy changes 3.9711
  distance extrapolated to S2 = 0: 2.29550 bohr
H2 cc-pVTZ sigma_u squared at R = 1.4 bohr
  energy -0.072972, singlet root -0.462814 hartree
  energy after descent -1.132961 hartree
  RHF ground-state energy -1.132961 hartree
```
